# Mean Temperature Rise of a Uniformly Heated Transistor Fin

## The problem

A silicon fin stands on a base. It has height $H$, width $W$ and gate length $L$, so its horizontal cross-section is $A=WL$. Current flowing along $L$ releases a total power $P$ uniformly in the fin's volume. The gate covers both sidewalls, each of area $HL$, and takes up heat through a thermal conductance $h$ per unit area.

Let $z$ be the height above the base and $T(z)$ the temperature rise above ambient. The base and the gate are held at ambient temperature. The top is thermally insulated, and no heat enters the source or drain. The state is steady, Fourier's law holds with constant conductivity $k$, and the temperature is taken as uniform across the width.

SI units are used, with lengths quoted in nanometres.

## Part (a): the temperature profile

**Question.** Derive the equation for $T(z)$, state its boundary conditions and solve it.

**Model answer.** The upward heat flow through a cross-section is $Q(z)=-kA\,T'(z)$. A slice of thickness $dz$ receives $Q(z)$ from below and $P\,dz/H$ from the current. It loses $Q(z+dz)$ upwards and $2hL\,T\,dz$ through its two sidewalls. With $g=2hL$, the sidewall loss per unit height and per kelvin, the steady balance is

$$
-Q'(z)+\frac{P}{H}-gT=0
\quad\Longrightarrow\quad
kA\,T''-gT+\frac{P}{H}=0 .
$$

The ambient base requires $T(0)=0$. The insulated top passes no heat, so $T'(H)=0$.

Divide by $kA$ and define

$$
m^2=\frac{g}{kA}=\frac{2h}{kW},\qquad u=mH=H\sqrt{\frac{2h}{kW}} .
$$

A constant solves the inhomogeneous equation if it equals $P/(gH)$. The homogeneous equation $T''=m^2T$ has hyperbolic solutions. Measuring their argument from the top makes the top condition simple:

$$
T=\frac{P}{gH}+C_1\cosh[m(H-z)]+C_2\sinh[m(H-z)] .
$$

At the top $T'(H)=-mC_2$, so $C_2=0$. At the base $0=P/(gH)+C_1\cosh u$, which fixes $C_1$. Hence

$$
T(z)=\frac{P}{gH}\left[1-\frac{\cosh[m(H-z)]}{\cosh u}\right].
$$

Its slope,

$$
T'(z)=\frac{P}{gH}\,\frac{m\sinh[m(H-z)]}{\cosh u},
$$

is positive below the top, so the top is the hottest point, with

$$
T(H)=\frac{P}{gH}\left(1-\frac1{\cosh u}\right).
$$

In a fin much taller than $H/u=1/m$, sidewall loss damps a temperature disturbance from the base by a factor $e$ over this length.

## Part (b): the mean rise and the division of heat

**Question.** Find the height-averaged rise $\bar T$. What fractions of the power leave through the base and through the gate?

**Model answer.** The average needs one integral. With $s=m(H-z)$,

$$
\frac1H\int_0^H\cosh[m(H-z)]\,dz
=\frac1{mH}\int_0^u\cosh s\,ds=\frac{\sinh u}{u}.
$$

Dividing by $\cosh u$ and inserting the result in the profile gives

$$
\bar T=\frac{P}{gH}\left(1-\frac{\tanh u}{u}\right).
$$

Since $g=kAu^2/H^2$, the prefactor is $P/(gH)=PH/(kAu^2)$. Therefore

$$
\boxed{\;\bar T=\frac{PH}{kA}\,\frac{u-\tanh u}{u^3}\;}
$$

The heat flowing down into the base is $-Q(0)=kA\,T'(0)$. Using the slope from part (a) and $g=kAm^2$,

$$
kA\,T'(0)=kA\,\frac{P}{gH}\,m\tanh u
=\frac{P}{mH}\tanh u=P\,\frac{\tanh u}{u}.
$$

The gate receives

$$
\int_0^H gT\,dz=gH\bar T=P\left(1-\frac{\tanh u}{u}\right).
$$

The two flows add to $P$, as energy conservation requires. The mean rise is thus the heat taken by the gate divided by the total sidewall conductance $gH$.

## Part (c): weak and strong sidewall loss

**Question.** Find $\bar T$ as the sidewall loss vanishes, with its first two corrections. Confirm the limit without using the hyperbolic solution, and say how it depends on the condition at the top. Then treat strong loss and find two upper bounds on $\bar T$.

**Model answer.** The series of $t=\tanh u$ follows from $t'=1-t^2$. The function is odd with unit slope at zero, so write $t=u+au^3+bu^5+cu^7+\dots$. Then

$$
1+3au^2+5bu^4+7cu^6+\dots
=1-u^2-2au^4-(a^2+2b)u^6-\dots
$$

Matching powers gives $a=-1/3$, $b=2/15$ and $c=-17/315$. Consequently

$$
\bar T=\frac{PH}{3kA}\,F(u),\qquad
F(u)=\frac{3(u-\tanh u)}{u^3}
=1-\frac{2u^2}{5}+\frac{17u^4}{105}-\dots
$$

As $h\to0$ at fixed $P$, $k$ and dimensions, $u\to0$ and $\bar T\to PH/(3kA)$.

For a direct derivation, set $g=0$ in the balance equation. Then $T''=-P/(kAH)$. One integration with $T'(H)=0$ and a second with $T(0)=0$ give

$$
T'=\frac{P}{kAH}(H-z),\qquad
T=\frac{P}{kAH}\left(Hz-\frac{z^2}{2}\right).
$$

The average of the bracket is $H^2/2-H^2/6=H^2/3$, which again gives $PH/(3kA)$.

The insulated top is essential to the factor 3. If the top were also at ambient, the solution without sidewall loss would be $T=Pz(H-z)/(2kAH)$. The average of $z(H-z)$ is $H^2/6$, so the mean would be $PH/(12kA)$, four times smaller.

For large $u$, $\tanh u$ approaches 1 and

$$
\bar T\simeq\frac{P}{gH}\left(1-\frac1u\right).
$$

Most of the fin then sits near $P/(gH)$, where local heating balances local sidewall loss. The term $1/u$ comes from the layer of thickness about $H/u$ cooled by the base.

Both single-path results are upper bounds. Because $\tanh u/u>0$, $\bar T<P/(gH)$. For the other bound, the slope of $\tanh u$ is $1/\cosh^2u<1$ for $u>0$, so $\tanh u<u$. Then

$$
u-\tanh u=\int_0^u\tanh^2 s\,ds<\int_0^u s^2\,ds=\frac{u^3}{3},
$$

which gives $F(u)<1$ and $\bar T<PH/(3kA)$.

The formula gives $F(0.5)=0.909$, $F(1)=0.715$ and $F(5)=0.096$. At $u=1$ the series through $u^4$ gives 0.762, so the closed form is already preferable there. At $u=5$ the strong-loss expression gives $3(1-1/5)/25=0.096$.

## Part (d): a long-channel silicon fin

**Question.** Evaluate the mean and top rises for $H=50$ nm, $W=8$ nm, $L=150$ nm, $k=15$ W/(m K) and $h=100$ MW/(m² K). The current is 50 µA at a drain voltage of 0.40 V. What would the mean be without sidewall loss?

**Model answer.** The power is $P=(50\ \mu\mathrm A)(0.40\ \mathrm V)=20\ \mu$W and the cross-section is $A=8\times150=1200$ nm². The sidewall loss per height is

$$
g=2(10^8)(150\times10^{-9})=30\ \mathrm{W/(m\,K)} .
$$

The loss parameter follows from

$$
u^2=\frac{2(10^8)(50\times10^{-9})^2}{15(8\times10^{-9})}=4.167,
\qquad u=2.041,\qquad \frac{\tanh u}{u}=\frac{0.9668}{2.041}=0.474 .
$$

The two single-path values are

$$
\frac{PH}{3kA}=\frac{(20\times10^{-6})(50\times10^{-9})}{3(15)(1.2\times10^{-15})}=18.5\ \mathrm K,
\qquad
\frac{P}{gH}=\frac{20\times10^{-6}}{30(50\times10^{-9})}=13.3\ \mathrm K .
$$

The mean rise is therefore

$$
\bar T=13.33\,(1-0.4736)=7.02\ \mathrm K,
$$

or 0.35 K per microwatt. The top rises by 9.93 K. The base takes 47% of the heat and the gate 53%. In this model, sidewall loss lowers the mean to 38% of its value without that loss.

## Part (e): warm reservoirs and uneven heating

**Question.** How does $\bar T$ change if the base rises by $B$ and the gate by $G$? How does it change if the same power is released at a single height $z_0$, or unevenly along the channel?

**Model answer.** The equations are linear, so the reservoir response can be found with $P=0$ and added. It obeys $kA\,T''=g(T-G)$, with $T(0)=B$ and $T'(H)=0$. By the steps of part (a),

$$
T=G+(B-G)\frac{\cosh[m(H-z)]}{\cosh u},
\qquad
\Delta\bar T=B\,\frac{\tanh u}{u}+G\left(1-\frac{\tanh u}{u}\right).
$$

For the example, each kelvin of base rise adds 0.47 K to the mean, and each kelvin of gate rise adds 0.53 K. The weights equal the heat fractions of part (b).

For heat released at $z_0$, let $S(z)$ be the resulting rise:

$$
kA\,S''-gS+P\,\delta(z-z_0)=0 .
$$

Multiply this by the uniformly heated profile $T$, multiply the equation for $T$ by $S$, subtract and integrate. The terms in $g$ cancel:

$$
kA\big[TS'-ST'\big]_0^H+P\,T(z_0)-\frac PH\int_0^H S\,dz=0 .
$$

The boundary term vanishes because $T$ and $S$ are zero at the base and their slopes are zero at the top. Hence $\bar S=T(z_0)$: the mean rise from heating at one height equals the local rise at that height under uniform heating. Releasing all 20 µW at the top would raise the mean from 7.02 K to 9.93 K, the largest value that any vertical distribution can give.

Along the channel coordinate $x$, uneven heating adds the term $k\,\partial^2T/\partial x^2$ to the balance per unit volume. Its average over $x$ is the difference of the end slopes times $k/L$, which is zero for insulated ends. If $k$ and $h$ do not vary with $x$, the averaged equation is the original one, and $\bar T$ depends on the $x$-averaged heating alone. The peak temperature can still change.

## Part (f): the model beside a device

**Question.** Estimate the effect of (i) an unheated lower fin of length $b=60$ nm between the heated part and ambient, and (ii) gate loss through the top with the same $h$. Discuss the other main assumptions and how far the answer to part (d) may be used.

**Model answer.** (i) Give the lower fin the same $k$ and $A$ and no side loss. If the heated part's base is at $B$, the heat entering the lower fin is reduced by the flow that $B$ drives up the heated fin. Part (e) with $G=0$ gives that flow as $kA\,mB\tanh u$. The lower fin carries $kAB/b$, so

$$
\frac{kAB}{b}=P\frac{\tanh u}{u}-\frac{kA}{H}\,uB\tanh u
\;\Longrightarrow\;
B=\frac{(Pb/kA)\,\tanh u/u}{1+(b/H)\,u\tanh u}.
$$

Here $Pb/(kA)=66.7$ K and the denominator is $1+1.2(1.973)=3.37$, so $B=9.4$ K. The mean becomes $7.02+0.474(9.4)=11.5$ K, which is 63% above the ideal-base result.

(ii) Heat $q$ withdrawn at the top lowers the mean by $(q/P)T(H)$, by the reciprocity result. It lowers the top temperature by $qR$. To find $R$, inject heat $q$ at the top without other heating: the solution is proportional to $\sinh(mz)$, and its top flux fixes

$$
R=\frac{\tanh u}{kAm}=\frac{H}{kA}\frac{\tanh u}{u}=1.32\ \mathrm{K/\mu W}.
$$

The top area is $A$, so $q=hA[T(H)-qR]$. With $hA=0.12\ \mu$W/K,

$$
q=\frac{0.12(9.93)}{1+0.12(1.32)}=1.03\ \mu\mathrm W,
$$

and the mean falls by $(1.03/20)(9.93)=0.51$ K, to 6.51 K.

**Source and drain.** Suppose each end leads through 30 nm of unheated fin, with the same $k$ and height, to an ambient contact. If these extensions conduct only along the channel and lose no heat through their surfaces, the end flux per area is $k/(30\ \mathrm{nm})$ times the local rise. A finite-volume solution of the heat equation in $x$ and $z$ with this condition gives a mean of 6.32 K, 10% below part (d). Sidewall loss damps the end cooling over a distance of at most about $H/u\approx24$ nm, so the middle of the 150 nm gate is little affected. With top loss and the lower fin also included, the latter conducting only vertically, the same method gives 9.4 K, about one third above part (d).

**Width.** Sidewall heat flux grows linearly from zero at mid-width to $hT_s$ at a wall with rise $T_s$. Integrating this flux over the half-width gives a centre-to-wall difference of $hWT_s/(4k)$, or 1.3% of $T_s$. A finite-volume solution across the width and height raises the mean by 0.5%. Both figures use the same $k$ in every direction. Boundary scattering hinders conduction across a thin fin more than along it, so the real effect can be larger: with 3 W/(m K) across the width, the mean would rise by about 3%.

**Phonon path.** A single-speed estimate uses $k=Cv\ell/3$, with heat capacity $C=1.7$ MJ/(m³ K). The choice of phonon speed $v$ matters. A sound speed of 6400 m/s gives a path $\ell$ of about 4 nm. Many phonons that carry heat capacity are much slower, and an illustrative lower speed of 1700 m/s gives about 16 nm. Just inside the fin, the excess one-way energy flux arriving from the base is $CvT/4-j/2$, where $j$ is the net flux into the base. An ambient absorbing base sends no excess flux, so $T=2j/(Cv)=(2\ell/3)j/k$. This acts as an extra fin length $2\ell/3$. Putting $b=2\ell/3$ in the lower-fin formula raises the mean by about 0.6 K for the shorter path and 1.8 K for the longer one. The correction is thus uncertain, and one path cannot represent the whole phonon spectrum.

**Temperature and time.** If $k$ falls as absolute temperature to the power $-1.3$, a rough bulk-like law, using $k$ at the mean fin temperature changes the 300 K result to 7.10 K. This overstates the small change, because the downward heat flow is largest near the base, where the fin is cooler than its mean. Under the same law, an ambient of 85 °C would give $k=11.9$ W/(m K) and a mean rise of 7.63 K, with $h$ and $P$ held fixed. The real change should be smaller, because boundary scattering, which limits $k$ in a thin fin, depends only weakly on temperature. The steady solution also requires reservoirs that remain at ambient and power that varies slowly compared with the fin's thermal decay time. With an ambient base, the slowest mode, $\sin(\pi z/2H)$, decays in a time $C/[k(\pi/2H)^2+2h/W]\approx0.04$ ns. The lower fin of (i), with the same heat capacity per volume, lengthens this to about 0.1 ns.

**Use for a real transistor.** The parameters are rough values for a long-channel input/output fin transistor at low drain voltage. The whole drain voltage is taken to fall along the gated fin. Contact and extension resistance would release part of the heat elsewhere: a total of 1 kΩ, for example, would take 0.05 V, or one eighth of the power. The low $k$ represents boundary scattering, and $h$ combines the gate insulator with its interfaces. Both can differ appreciably between devices. Halving $h$ alone, for example, would raise the mean of part (d) to 10.1 K. The two ambient reservoirs are strong assumptions. The assumed lower fin alone, a resistance $b/(kA)=3.3$ K/µW, moves the mean from 7.0 K to 11.5 K. The same resistance placed instead between the gate and ambient, with an ambient base, would warm the gate by 10.4 K and move the mean to 12.5 K. With the lower fin present the gate carries 86% of the heat, and a gate resistance of only 0.5 K/µW would raise the mean to about 18 K. A shorter gate, with the other dimensions and the heating per volume fixed, would make source and drain conduction more important. The value 7.0 K therefore answers the stated model. For a device, the lower fin, contacts and gate need their own thermal resistances.

All numerical values are calculated from the stated model.
